# The missing gap of the half-filled Hubbard dimer in Kohn-Sham theory: a program that tests the result

```python
"""Symmetric half-filled Hubbard dimer: the fundamental gap I - A equals
sqrt(U^2 + 16 t^2) - 2 t, the exact Kohn-Sham (KS) gap equals 2 t, and the
difference sqrt(U^2 + 16 t^2) - 4 t is the jump of the KS potential at N = 2.

t: hopping, U: on-site repulsion, V: intersite repulsion, all in eV
d: potential difference v1 - v2 between the sites, in eV
N: electron number, n1 and n2: site densities
I = E(1) - E(2): ionization energy, A = E(2) - E(3): electron affinity
F: interacting ensemble functional, Ts: its value at U = 0, EHxc = F - Ts
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Fermion operators for the modes (1 up, 1 down, 2 up, 2 down)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilators = []
for mode in range(4):
    matrix = np.eye(1)
    for position in range(4):
        factor = (parity if position < mode else
                  lower if position == mode else np.eye(2))
        matrix = np.kron(matrix, factor)
    annihilators.append(matrix)
number = [c.T @ c for c in annihilators]
site1, site2 = number[0] + number[1], number[2] + number[3]
hop = sum(annihilators[s].T @ annihilators[s + 2] for s in (0, 1))
hop = hop + hop.T
double_occupancy = number[0] @ number[1] + number[2] @ number[3]
total = np.rint(np.diag(site1 + site2)).astype(int)
sectors = [np.flatnonzero(total == n) for n in range(5)]


def hamiltonian(t, U, V=0.0, d=0.0):
    return (-t * hop + U * double_occupancy + V * site1 @ site2
            + 0.5 * d * (site1 - site2))


def block(matrix, n):
    return matrix[np.ix_(sectors[n], sectors[n])]


def energies(t, U, V=0.0, d=0.0):
    H = hamiltonian(t, U, V, d)
    return np.array([np.linalg.eigvalsh(block(H, n))[0] for n in range(5)])


def fundamental_gap(E):
    return E[1] + E[3] - 2 * E[2]


def universal(n1, n2, t, U):
    """Ensemble functional by Legendre transform, all integer pairs allowed."""
    N = n1 + n2

    def negative(d):
        E = energies(t, U, d=d)
        mixtures = []
        for a in range(5):
            for b in range(a + 1, 5):
                if a <= N <= b:
                    mixtures.append(((b - N) * E[a] + (N - a) * E[b]) / (b - a))
        return -(min(mixtures) - 0.5 * d * (n1 - n2))

    best = minimize_scalar(negative, bounds=(-30, 30), method="bounded",
                           options={"xatol": 1e-8})
    return -best.fun


def e_hxc(n1, n2, t, U):
    return universal(n1, n2, t, U) - universal(n1, n2, t, 0.0)


def site_potentials(N, t, U, h=1e-3):
    n = N / 2
    v1 = (e_hxc(n + h, n, t, U) - e_hxc(n - h, n, t, U)) / (2 * h)
    v2 = (e_hxc(n, n + h, t, U) - e_hxc(n, n - h, t, U)) / (2 * h)
    return v1, v2


def ks_levels(d, t):
    return np.linalg.eigh(np.array([[d / 2, -t], [-t, -d / 2]]))


def ks_inversion(density_difference, t):
    def mismatch(d):
        orbital = ks_levels(d, t)[1][:, 0]
        return 2 * (orbital[0]**2 - orbital[1]**2) - density_difference
    d = brentq(mismatch, -37.0, 41.0, xtol=1e-12)
    levels = ks_levels(d, t)[0]
    return d, levels[1] - levels[0]


def pair_density_difference(t, U, d):
    vector = np.linalg.eigh(block(hamiltonian(t, U, d=d), 2))[1][:, 0]
    return vector @ block(site1 - site2, 2) @ vector


# Energies, gaps, KS inversion and correlation energy for several parameters
for t, U in [(1.0, 0.3), (1.0, 6.0), (0.7, 2.0), (0.4, 9.0)]:
    S = np.sqrt(U**2 + 16 * t**2)
    E = energies(t, U)
    assert np.allclose(E, [0, -t, (U - S) / 2, U - t, 2 * U], atol=1e-10)
    assert np.all(np.diff(E, 2) > 0)  # convex in N
    d_s, gap_s = ks_inversion(pair_density_difference(t, U, 0.0), t)
    assert abs(d_s) < 1e-8 and abs(gap_s - 2 * t) < 1e-8
    assert abs(fundamental_gap(E) - gap_s - (S - 4 * t)) < 1e-8
    determinant = []
    for n in (1, 2, 3):
        phi = np.linalg.eigh(block(hamiltonian(t, 0.0), n))[1][:, 0]
        determinant.append(phi @ block(hamiltonian(t, U), n) @ phi)
    assert abs(determinant[0] - E[1]) < 1e-10
    assert abs(determinant[2] - E[3]) < 1e-10
    assert abs(determinant[1] - (-2 * t + U / 2)) < 1e-10
    assert abs(-2 * (E[2] - determinant[1]) - (S - 4 * t)) < 1e-10
    det_gap = determinant[0] + determinant[2] - 2 * determinant[1]
    assert abs(det_gap - 2 * t) < 1e-10

# Weak and strong repulsion; tolerances cover the next term of each series
weak = fundamental_gap(energies(1.0, 0.1)) - 2.0
strong = fundamental_gap(energies(1.0, 40.0)) - 2.0
assert abs(weak / (0.1**2 / 8) - 1) < 3e-4
assert abs(strong - (40.0 - 4.0 + 8.0 / 40.0)) < 1e-3

# Worked example and one-sided potentials from the density functional
t, U = 1.0, 6.0
S = np.sqrt(U**2 + 16 * t**2)
E = energies(t, U)
I, A = E[1] - E[2], E[2] - E[3]
gap = I - A
ks_gap = ks_inversion(pair_density_difference(t, U, 0.0), t)[1]
below, above = site_potentials(1.8, t, U), site_potentials(2.2, t, U)
assert np.allclose(below, t - I, atol=1e-5)
assert np.allclose(above, -A - t, atol=1e-5)
assert np.allclose(np.subtract(above, below), S - 4 * t, atol=2e-5)
for N in (1.8, 2.2):
    base = 1 if N < 2 else 2
    linear = E[base] + (N - base) * (E[base + 1] - E[base])
    assert abs(universal(N / 2, N / 2, t, U) - linear) < 1e-9
    kinetic = -t * N if N < 2 else -2 * t + t * (N - 2)
    assert abs(universal(N / 2, N / 2, t, 0.0) - kinetic) < 1e-9
phi = np.linalg.eigh(block(hamiltonian(t, 0.0), 2))[1][:, 0]
correlation = E[2] - phi @ block(hamiltonian(t, U), 2) @ phi

# Neutral excitations and their coupling to the dipole operator n1 - n2
pair_energy, pair_state = np.linalg.eigh(block(hamiltonian(t, U), 2))
assert np.allclose(pair_energy, [(U - S) / 2, 0, 0, 0, U, (U + S) / 2],
                   atol=1e-10)
strength = (pair_state.T @ block(site1 - site2, 2) @ pair_state[:, 0])**2
bright = int(np.argmax(strength))
optical = pair_energy[bright] - pair_energy[0]
assert abs(optical - (U + S) / 2) < 1e-10
assert strength[bright] > 0.01
assert np.sum(np.delete(strength, bright)) < 1e-12

# Neglected intersite repulsion
V = 1.0
gap_V = fundamental_gap(energies(t, U, V=V))
assert abs(gap_V - (V - 2 * t + np.sqrt((U - V)**2 + 16 * t**2))) < 1e-10

# Neglected site asymmetry; inversion checked against the functional
d_ext = 1.0
difference = pair_density_difference(t, U, d_ext)
d_ks, ks_gap_asym = ks_inversion(difference, t)
gap_asym = fundamental_gap(energies(t, U, d=d_ext))
n1, n2, h = 1 + difference / 2, 1 - difference / 2, 1e-3
d_hxc = (e_hxc(n1 + h, n2 - h, t, U) - e_hxc(n1 - h, n2 + h, t, U)) / (2 * h)
assert abs(d_ext + d_hxc - d_ks) < 1e-4

# Neglected polarization of the surroundings: field energy outside a sphere
permittivity, radius = 3.0, 0.4e-9


def field_energy(eps):
    def shell(x):
        r = x * radius
        displacement = const.e / (4 * np.pi * r**2)
        density = displacement**2 / (2 * const.epsilon_0 * eps)
        return density * 4 * np.pi * r**2 * radius / const.e
    return quad(shell, 1, np.inf)[0]


polarization = 2 * (field_energy(1.0) - field_energy(permittivity))
born = ((1 - 1 / permittivity) * const.e
        / (4 * np.pi * const.epsilon_0 * radius))
assert abs(polarization - born) < 1e-7

# Neglected temperature
temperature = 673.0
kT = const.k * temperature / const.e
weights = np.exp(-(pair_energy - pair_energy[0]) / kT)
triplet_population = weights[1:4].sum() / weights.sum()

print(f"hopping t = {t:.3f} eV")
print(f"repulsion U = {U:.3f} eV")
print(f"S = sqrt(U^2+16t^2) = {S:.4f} eV")
for n in range(5):
    print(f"ground energy E({n}) = {E[n]:.4f} eV")
print(f"I (site energy zero) = {I:.4f} eV")
print(f"A (site energy zero) = {A:.4f} eV")
print(f"fundamental gap I-A = {gap:.4f} eV")
print(f"exact KS gap = {ks_gap:.4f} eV")
print(f"missing part of the gap = {gap - ks_gap:.4f} eV")
print(f"missing part / fundamental gap = {(gap - ks_gap) / gap:.4f}")
print(f"vHxc just below N=2, from functional = {below[0]:.4f} eV")
print(f"vHxc just above N=2, from functional = {above[0]:.4f} eV")
print(f"jump on site 1 = {above[0] - below[0]:.4f} eV")
print(f"jump on site 2 = {above[1] - below[1]:.4f} eV")
print(f"correlation energy at N=2 = {correlation:.4f} eV")
print(f"singlet-triplet excitation = {pair_energy[1] - pair_energy[0]:.4f} eV")
print(f"dipole-allowed excitation = {optical:.4f} eV")
for U_scan in (0.0, 1.0, 2.0, 4.0, 8.0, 12.0):
    g = fundamental_gap(energies(t, U_scan))
    print(f"scan U = {U_scan:.1f} eV: gap = {g:.4f} eV, "
          f"jump = {g - 2 * t:.4f} eV")
print(f"weak case t=1, U=0.1 eV: jump = {weak:.6f} eV")
print(f"strong case t=1, U=40 eV: jump = {strong:.4f} eV")
print(f"intersite repulsion V = {V:.2f} eV")
print(f"gap with V = {gap_V:.4f} eV, change = {gap_V - gap:+.4f} eV")
print(f"site energy difference = {d_ext:.2f} eV")
print(f"asymmetric dimer n1 = {n1:.4f}, n2 = {n2:.4f} electrons")
print(f"asymmetric dimer KS potential difference = {d_ks:.4f} eV")
print(f"asymmetric dimer fundamental gap = {gap_asym:.4f} eV")
print(f"asymmetric dimer KS gap = {ks_gap_asym:.4f} eV")
print(f"asymmetric dimer missing part = {gap_asym - ks_gap_asym:.4f} eV")
print(f"surrounding relative permittivity = {permittivity:.1f}")
print(f"cavity radius = {radius * 1e9:.2f} nm")
print(f"gap reduction by polarization = {polarization:.3f} eV")
print(f"gap after polarization = {gap - polarization:.3f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"triplet population at N=2 = {triplet_population:.2e}")
print("checks complete")
```

Running it gives:

```
hopping t = 1.000 eV
repulsion U = 6.000 eV
S = sqrt(U^2+16t^2) = 7.2111 eV
ground energy E(0) = 0.0000 eV
ground energy E(1) = -1.0000 eV
ground energy E(2) = -0.6056 eV
ground energy E(3) = 5.0000 eV
ground energy E(4) = 12.0000 eV
I (site energy zero) = -0.3944 eV
A (site energy zero) = -5.6056 eV
fundamental gap I-A = 5.2111 eV
exact KS gap = 2.0000 eV
missing part of the gap = 3.2111 eV
missing part / fundamental gap = 0.6162
vHxc just below N=2, from functional = 1.3945 eV
vHxc just above N=2, from functional = 4.6055 eV
jump on site 1 = 3.2111 eV
jump on site 2 = 3.2111 eV
correlation energy at N=2 = -1.6056 eV
singlet-triplet excitation = 0.6056 eV
dipole-allowed excitation = 6.6056 eV
scan U = 0.0 eV: gap = 2.0000 eV, jump = 0.0000 eV
scan U = 1.0 eV: gap = 2.1231 eV, jump = 0.1231 eV
scan U = 2.0 eV: gap = 2.4721 eV, jump = 0.4721 eV
scan U = 4.0 eV: gap = 3.6569 eV, jump = 1.6569 eV
scan U = 8.0 eV: gap = 6.9443 eV, jump = 4.9443 eV
scan U = 12.0 eV: gap = 10.6491 eV, jump = 8.6491 eV
weak case t=1, U=0.1 eV: jump = 0.001250 eV
strong case t=1, U=40 eV: jump = 36.1995 eV
intersite repulsion V = 1.00 eV
gap with V = 5.4031 eV, change = +0.1920 eV
site energy difference = 1.00 eV
asymmetric dimer n1 = 0.9737, n2 = 1.0263 electrons
asymmetric dimer KS potential difference = 0.0527 eV
asymmetric dimer fundamental gap = 5.0009 eV
asymmetric dimer KS gap = 2.0007 eV
asymmetric dimer missing part = 3.0002 eV
surrounding relative permittivity = 3.0
cavity radius = 0.40 nm
gap reduction by polarization = 2.400 eV
gap after polarization = 2.811 eV
temperature = 673 K, kT = 0.0580 eV
triplet population at N=2 = 8.76e-05
checks complete
```
